\section*{Tunnelling mass and real wavevector shift for a tilted ellipsoidal band edge}

\section{The situation}

An electron in the channel of a transistor meets a gate insulator a few nanometres thick. Its energy lies below the conduction-band edge of the insulator, so its wave decays there, and the leakage depends exponentially on the decay constant. If the band edge is an ellipsoid whose axes are tilted from the interface normal, the electron has no single obvious mass. One could take the normal element of the mass tensor, or the reciprocal of the normal element of the inverse-mass tensor, and the two differ. Tilt also couples motion along the interface to motion across it, so the in-plane wavevector may affect the wave across the film.

Let $z$ run along the unit normal $n$, with the insulator in $0<z<d$. Near a nondegenerate minimum at $\mathbf k_0$,
\begin{equation}
E=E_c+\frac{\hbar^2}{2}\,\mathbf k^{T}W\mathbf k ,
\label{band}
\end{equation}
where $\mathbf k$ is measured from $\mathbf k_0$. The inverse-mass tensor $W$ is real, symmetric and positive definite, and $M=W^{-1}$ is the mass tensor. Separate in-plane ($t$) and normal ($n$) components:
\begin{equation}
\mathbf k=\begin{pmatrix}\mathbf q\\ k_n\end{pmatrix},\qquad
W=\begin{pmatrix}W_{tt}&\mathbf w\\ \mathbf w^{T}&W_{nn}\end{pmatrix},\qquad
M=\begin{pmatrix}M_{tt}&\mathbf m\\ \mathbf m^{T}&M_{nn}\end{pmatrix}.
\end{equation}
The vector $\mathbf w$ measures the tilt: it vanishes when $n$ is a principal axis. The interfaces are taken as flat and periodic, which conserves the in-plane wavevector up to an in-plane reciprocal-lattice vector. Scattering by nonzero reciprocal-lattice vectors is neglected, so $\mathbf q$ is conserved. Here $\mathbf q$ is the electron's in-plane wavevector minus the projection of $\mathbf k_0$. The depth below the edge is $\Phi=E_c-E>0$, where $E$ is the total energy.

The result to be derived is
\begin{equation}
k_n=-\frac{\mathbf w\cdot\mathbf q}{W_{nn}}\pm i\kappa,\qquad
\kappa^2=\frac{2m_{\rm tun}}{\hbar^2}\left[\Phi+\frac{\hbar^2}{2}\mathbf q^{T}M_{tt}^{-1}\mathbf q\right],\qquad
m_{\rm tun}=\frac1{W_{nn}} .
\label{result}
\end{equation}
Transverse momentum therefore has two effects. It raises the barrier, and it adds a real normal wavevector provided that $\mathbf w\cdot\mathbf q\neq0$.

\section{First derivation: the complex band}

\subsection{Solving for the normal wavevector}

In a uniform insulator, $E$ and $\mathbf q$ are given and $k_n$ is the unknown. Multiplying out Eq.~(\ref{band}) and setting $E-E_c=-\Phi$ gives
\begin{equation}
W_{nn}k_n^2+2(\mathbf w\cdot\mathbf q)k_n+\mathbf q^{T}W_{tt}\mathbf q+\frac{2\Phi}{\hbar^2}=0 .
\label{quadratic}
\end{equation}
The factor 2 in the linear term comes from the two equal off-diagonal blocks. A purely imaginary $k_n=i\kappa$ would leave the imaginary term $2i\kappa\,\mathbf w\cdot\mathbf q$ with nothing to cancel it. The real part is thus required by the reality of the energy.

Divide by $W_{nn}$, which is positive, and complete the square:
\begin{equation}
\left(k_n+\frac{\mathbf w\cdot\mathbf q}{W_{nn}}\right)^2
=-\frac1{W_{nn}}\left[\frac{2\Phi}{\hbar^2}+\mathbf q^{T}S\mathbf q\right],
\qquad S=W_{tt}-\frac{\mathbf w\mathbf w^{T}}{W_{nn}} .
\label{square}
\end{equation}
The second term of $S$ arises because completing the square adds $(\mathbf w\cdot\mathbf q)^2/W_{nn}^2$ to both sides.

\subsection{Identifying the transverse mass}

The matrix $S$ follows from $WM=1$. The lower-left and upper-left blocks of this identity read
\begin{align}
\mathbf w^{T}M_{tt}+W_{nn}\mathbf m^{T}&=0
\quad\Rightarrow\quad \mathbf m^{T}=-\frac{\mathbf w^{T}M_{tt}}{W_{nn}},\label{mblock}\\
W_{tt}M_{tt}+\mathbf w\mathbf m^{T}&=1
\quad\Rightarrow\quad \left(W_{tt}-\frac{\mathbf w\mathbf w^{T}}{W_{nn}}\right)M_{tt}=1 .
\end{align}
Hence $S=M_{tt}^{-1}$. As a diagonal block of a positive definite matrix, $M_{tt}$ is positive definite, and so is its inverse. The bracket in Eq.~(\ref{square}) is then positive, and its square roots give Eq.~(\ref{result}). The sign $+i\kappa$ describes a wave $e^{ik_nz}$ that decays towards positive $z$.

At $\mathbf q=0$ this reduces to $\kappa^2=2\Phi/(\hbar^2W_{nn})$. Comparison with the isotropic form $\kappa^2=2m\Phi/\hbar^2$ gives $m_{\rm tun}=1/W_{nn}$.

\subsection{Why it is not the normal element of the mass tensor}

The lower-right block of $WM=1$ is $\mathbf w^{T}\mathbf m+W_{nn}M_{nn}=1$. Inserting $\mathbf m=-M_{tt}\mathbf w/W_{nn}$ from Eq.~(\ref{mblock}) yields
\begin{equation}
M_{nn}=\frac1{W_{nn}}+\frac{\mathbf w^{T}M_{tt}\mathbf w}{W_{nn}^2}\ \ge\ \frac1{W_{nn}} .
\label{excess}
\end{equation}
Equality holds only for $\mathbf w=0$. The physical distinction lies in what is held fixed. The element $M_{nn}$ relates normal momentum to normal velocity when the in-plane \emph{velocity} is zero. Tunnelling through a flat film fixes the in-plane \emph{momentum}, and the electron may move sideways.

For an ellipsoid of revolution with long-axis mass $m_l$, short-axis mass $m_s$ and angle $\theta$ between long axis and normal,
\begin{equation}
\frac1{m_{\rm tun}}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_s},
\qquad M_{nn}=m_l\cos^2\theta+m_s\sin^2\theta .
\label{uniaxial}
\end{equation}
Both equal $m_l$ at $\theta=0$ and $m_s$ at $\theta=90^\circ$. In the limit $m_l\to\infty$ at fixed nonzero tilt, $m_{\rm tun}\to m_s/\sin^2\theta$ stays finite while $M_{nn}$ diverges for $\theta<90^\circ$. The light directions then carry the tunnelling.

\section{Second derivation: the wave equation}

\subsection{Removing the linear term}

Now let the band edge $E_c(z)$ vary through the film, as it does in a field, with $W$ constant there. Write the envelope as $e^{i\mathbf q\cdot\mathbf r}\psi(z)$ and replace $k_n$ by $-i\,d/dz$ in Eq.~(\ref{band}):
\begin{equation}
-W_{nn}\psi''-2i(\mathbf w\cdot\mathbf q)\psi'
+\mathbf q^{T}W_{tt}\mathbf q\,\psi=-\frac{2\Phi(z)}{\hbar^2}\psi .
\label{wave}
\end{equation}
Set $\psi=e^{-iaz}\chi$ with a real constant $a$. Then
\begin{equation}
\psi'=e^{-iaz}(\chi'-ia\chi),\qquad
\psi''=e^{-iaz}(\chi''-2ia\chi'-a^2\chi).
\end{equation}
After substitution the coefficient of $\chi'$ is $2iaW_{nn}-2i\,\mathbf w\cdot\mathbf q$, which vanishes for
\begin{equation}
a=\frac{\mathbf w\cdot\mathbf q}{W_{nn}} .
\end{equation}
The terms in $\chi$ without derivatives are $a^2W_{nn}-2a\,\mathbf w\cdot\mathbf q+\mathbf q^{T}W_{tt}\mathbf q$. This is the quadratic form $\mathbf k^{T}W\mathbf k$ at the real wavevector $\bar{\mathbf k}=(\mathbf q,-a)$. Calling the corresponding energy $E_t=\frac{\hbar^2}{2}\bar{\mathbf k}^{T}W\bar{\mathbf k}$, we have
\begin{equation}
-\frac{\hbar^2W_{nn}}{2}\chi''+\left[E_c(z)+E_t\right]\chi=E\chi .
\label{scalar}
\end{equation}
This is a one-dimensional Schr\"odinger equation with mass $1/W_{nn}$.

\subsection{The transverse energy from the velocity}

The value of $E_t$ follows from mechanics, without inverting blocks. The group velocity is $\mathbf v=\hbar W\mathbf k$. At $\bar{\mathbf k}$ its normal component is
\begin{equation}
v_n=\hbar(\mathbf w\cdot\mathbf q-W_{nn}a)=0 .
\end{equation}
Since $v_n\propto\partial E/\partial k_n$ and $W_{nn}>0$, $E_t$ is the smallest band energy above the edge for real $k_n$ at this $\mathbf q$. Inverting the velocity relation gives $\hbar\bar{\mathbf k}=M\mathbf v$. With $v_n=0$, its in-plane part is $\hbar\mathbf q=M_{tt}\mathbf v_t$, and so
\begin{equation}
E_t=\frac12\mathbf v_t^{T}M_{tt}\mathbf v_t
=\frac{\hbar^2}{2}\mathbf q^{T}M_{tt}^{-1}\mathbf q .
\label{Et}
\end{equation}
For a flat barrier, Eq.~(\ref{scalar}) has solutions $\chi=e^{\mp\kappa z}$ with $\hbar^2W_{nn}\kappa^2/2=\Phi+E_t$. Restoring the factor $e^{-iaz}$ reproduces Eq.~(\ref{result}).

\subsection{Current, phase and sideways displacement}

The normal probability current is the real part of $\psi^*v_n\psi$:
\begin{equation}
J=\hbar\,{\rm Im}\left[\psi^*\left(W_{nn}\frac{d}{dz}+i\,\mathbf w\cdot\mathbf q\right)\psi\right]
=\hbar W_{nn}\,{\rm Im}(\chi^*\chi') .
\end{equation}
The term $-iaW_{nn}|\chi|^2$ from the derivative cancels $i\,\mathbf w\cdot\mathbf q\,|\chi|^2$. A single decaying wave has real $\chi$, up to a constant factor, and carries no normal current despite its real normal wavevector. Current through a finite film needs both the decaying and the growing wave.

Take the interface conditions to be continuity of $\psi$ and of $(W_{nn}\,d/dz+i\,\mathbf w\cdot\mathbf q)\psi$. In terms of $\chi$ these become continuity of $\chi$ and $W_{nn}\chi'$, apart from a common factor: unity at $z=0$ and $e^{-iad}$ at $z=d$. If $t$ is the outgoing amplitude at $d$ divided by the incident amplitude at $0$, then
\begin{equation}
t=e^{-iad}\,t_{\rm scalar},\qquad |t|^2=|t_{\rm scalar}|^2 .
\label{amp}
\end{equation}
The real shift leaves the transmission probability of this one-valley problem unchanged, for any profile $E_c(z)$.

The phase nevertheless has a spatial meaning. A packet of in-plane waves acquires the factor $e^{-id\,\mathbf w\cdot\mathbf q/W_{nn}}$, which moves its centre by
\begin{equation}
\Delta\mathbf r=\frac{d\,\mathbf w}{W_{nn}} .
\label{displacement}
\end{equation}
With isotropic leads whose band minimum has the same in-plane projection as $\mathbf k_0$, as in the example below, $t_{\rm scalar}$ is even in $\mathbf q$, so its phase adds no displacement for a narrow packet centred at $\mathbf q=0$. The ratio $\Delta\mathbf r/d=\mathbf w/W_{nn}$ corresponds to a displacement along $Wn$, the direction in which a normal force accelerates the electron.

\section{What each derivation assumes}

Both derivations assume one parabolic valley and conserved $\mathbf q$. Roughness or disorder mixes different $\mathbf q$, and Eq.~(\ref{result}) then no longer describes the whole current.

The first derivation needs a uniform region but no interface conditions. Its method, solving $E(\mathbf q,k_n)=E$ for complex $k_n$, also applies to a nonparabolic band, although the roots change. By itself it gives no transmission probability.

The second derivation needs an envelope equation and interface conditions, and in return treats a varying $E_c(z)$ and gives the full amplitude. It can also accommodate a varying $W(z)$ if the operator is ordered symmetrically. With $\hat k=-i\,d/dz$ and $b=\mathbf w\cdot\mathbf q$,
\begin{equation}
\hat kW_{nn}\hat k+\hat kb+b\hat k
=(\hat k+a)W_{nn}(\hat k+a)-\frac{b^2}{W_{nn}},\qquad a(z)=\frac{b(z)}{W_{nn}(z)} .
\end{equation}
The phase becomes $-\int a\,dz$ and the local mass is $1/W_{nn}(z)$. This extension rests on the chosen ordering, which the bulk band alone does not determine.

\section{A worked example}

Take $m_l=0.60\,m_0$, $m_s=0.15\,m_0$ and $\theta=45^\circ$, with the long axis in the $xz$ plane. The barrier is $\Phi=1.5$ eV, $d=3.0$ nm and $\mathbf q=(0.50,0)$ nm$^{-1}$. In units of $1/m_0$,
\begin{align}
W_{nn}&=\tfrac12\left(\tfrac1{0.60}+\tfrac1{0.15}\right)=4.167,\\
w_x&=\tfrac12\left(\tfrac1{0.60}-\tfrac1{0.15}\right)=-2.500 .
\end{align}
Thus $m_{\rm tun}=0.240\,m_0$, whereas $M_{nn}=M_{xx}=0.375\,m_0$. With $\hbar^2/2m_0=0.0381$ eV\,nm$^2$,
\begin{align}
\kappa(\mathbf q=0)&=\sqrt{\frac{0.240\times1.5}{0.0381}}=3.07\ {\rm nm^{-1}},\\
{\rm Re}\,k_n&=\frac{2.500}{4.167}\times0.50=0.300\ {\rm nm^{-1}},\\
E_t&=\frac{0.0381\times0.50^2}{0.375}=0.0254\ {\rm eV}.
\end{align}
The raised barrier gives $\kappa=3.10$ nm$^{-1}$. At fixed total energy, this $\mathbf q$ lowers the exponential factor $e^{-2\kappa d}$ by about 14\% relative to its value at $\mathbf q=0$. The phase across the film is $0.90$ rad, and Eq.~(\ref{displacement}) gives a sideways displacement of $-1.8$ nm along $x$ for a packet centred at $\mathbf q=0$. If $\mathbf q$ points along $y$, perpendicular to $\mathbf w$, the real shift is zero.

Using $M_{nn}$ as the tunnelling mass would change the exponent $-2\kappa d$ by $-4.6$ at $\mathbf q=0$, making the exponential factor a hundred times too small.

Equation~(\ref{wave}) was also integrated numerically, without removing its linear term, between isotropic leads of mass $0.30\,m_0$ with the electron 0.20 eV above their band edge. Between thicknesses of 3 and 4 nm, $\ln|t|^2$ falls by 6.200 per nm, equal to $2\kappa$ at this $\mathbf q$, and the phase advances by 0.300 rad per nm. At 3 nm the transmission is $1.0\times10^{-8}$, against $e^{-2\kappa d}=8.4\times10^{-9}$; the exponential alone omits the interface factors.

A cosine band on a lattice of spacing 0.3 nm, with the same edge masses and cut at $45^\circ$, reduces to the first derivation near its edge, where it is nearly quadratic. At 1 meV below its edge, the decay gives a mass of $0.240\,m_0$, and at $q_x=0.02$ nm$^{-1}$ the ratio ${\rm Re}\,k_n/q_x$ is 0.600, as predicted. At the depth of the example, 1.5 eV, and $q_x=0.50$ nm$^{-1}$ it departs from the parabolic roots: $\kappa=3.05$ in place of 3.10 nm$^{-1}$, and ${\rm Re}\,k_n=0.301$ nm$^{-1}$.

\section{Reading the numbers for a gate stack}

The barrier, thickness and tunnelling mass lie in the rough range used for hafnium dioxide films on silicon: an offset of one to two eV, a few nanometres and one to a few tenths of $m_0$. The tilted ellipsoid is a model choice, not the band structure of that oxide. Real films are often amorphous or polycrystalline, usually have a thin interfacial oxide, and may conduct through traps. Traps are not sized here. An interfacial silicon dioxide layer, with a rough barrier of 3.1 eV and mass $0.4\,m_0$, changes the exponent by about $-11$ per nanometre, so 0.5 to 1 nm of it outweighs each change listed below. The changes below are each taken alone, at $\mathbf q=0$ unless stated.

\emph{Depth in the gap.} A symmetric two-band model has $E'(E'+E_g)=P^2k_n^2$, with $E'$ measured from the conduction edge. Near that edge $P^2=\hbar^2E_g/2m_{\rm tun}$. Setting $E'=-\Phi$ and $k_n=i\kappa$ gives
\begin{equation}
\kappa^2=\frac{2m_{\rm tun}\Phi}{\hbar^2}\left(1-\frac{\Phi}{E_g}\right).
\end{equation}
For a rough gap of 6 eV, $\kappa$ falls to 2.66 nm$^{-1}$ and the exponential factor rises twelvefold. The size depends on the model: with the same gap and conduction mass, two-band models with a valence mass of 0.5 to $1\,m_0$ give a factor of 2 to 4, and a one-dimensional cosine potential gives about 5. The mass $1/W_{nn}$ is a band-edge quantity, and 1.5 eV is already deep enough for this to matter. Tunnelling masses fitted to measured leakage already contain this reduction, which must not be applied to them a second time.

\emph{Orientation.} A valley with its long axis in the plane has $m_{\rm tun}=0.15\,m_0$. At the same depth its exponential factor is 48 times larger; with the interface factors of the leads used above, the transmission is 32 times larger at $\mathbf q=0$ and 36 times larger when summed over $\mathbf q$ at fixed energy. Such a valley would dominate over the tilted one if the emitter supplied similar numbers of electrons near the projected centre of each. For grains so oriented, the share of the area they cover matters as well.

\emph{Field.} A field of 2 MV/cm lowers the barrier from 1.5 to 0.9 eV across the film and changes the exponent by $+2.0$. For a static permittivity of 16 to 25 this is a strong field: an interfacial silicon dioxide layer would carry 8 to 13 MV/cm, near its breakdown. The integrated wave at $q_x=0.50$ nm$^{-1}$ gives $+2.6$ for the logarithm of the transmission probability, which for leads of equal mass is $|t|^2k_{\rm out}/k_{\rm in}$, with $k_{\rm in}$ and $k_{\rm out}$ the normal wavevectors in the two leads. This also contains the changed interface factors, the ratio $k_{\rm out}/k_{\rm in}$ and the different $\mathbf q$, which contribute about $-0.17$, $+0.76$ and $-0.02$. The full tensor equation and Eq.~(\ref{scalar}) both give a transmission of $1.29\times10^{-7}$, as Eq.~(\ref{amp}) requires.

\emph{Image force and temperature.} For a charge midway between ideal metal plates, the alternating series of images lowers the energy by $e^2\ln2/(4\pi\epsilon_0\epsilon_rd)$, or 0.083 eV for $\epsilon_r=4$. Applied to the whole film, this changes the exponent by $+0.5$. For metal plates this understates the change two- to fourfold (the position-dependent image potential gives $+2.1$, or $+1.0$ to $+1.6$ if it is held constant within 0.3 to 0.1 nm of each plate), because the lowering is smallest at mid-film and grows steeply towards each plate. Silicon screens less well than metal, so the size in a real stack is left open. Raising the electron by $k_BT=26$ meV at 300 K adds $+0.16$ to the exponent. With the interface factors, $\ln|t|^2$ rises by 0.27 for an electron 0.20 eV above the lead edge and by 0.84 for one only $k_BT$ above it.

For these parameters, orientation changes the exponent far more than the thermal energy does. Field, image force and depth in the gap each change it by roughly one to two and a half, the last two by amounts that depend on the model. The remaining digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2 m0) = 0.03810 eV nm^2
long-axis mass = 0.60 m0, short-axis mass = 0.15 m0
tilt of long axis from normal = 45 deg
barrier above electron energy = 1.50 eV
thickness = 3.0 nm, in-plane q = 0.50 1/nm
lead mass = 0.30 m0, energy above lead edge = 0.20 eV
Wnn = 4.1667 1/m0
Wxn = -2.5000 1/m0
Wxx = 4.1667 1/m0
tunnelling mass 1/Wnn = 0.2400 m0
mass-tensor element Mnn = 0.3750 m0
mass-tensor element Mxx = 0.3750 m0
lattice band, mass from decay near edge = 0.2400 m0
lattice band, real k_n / q near edge = 0.6000
kappa at q = 0: 3.0739 1/nm
real part of k_n at q: 0.3000 1/nm
kappa at q: 3.0998 1/nm
real part of k_n for q along y: 0.0000 1/nm
transverse energy with inv(Mtt) = 25.40 meV
transverse energy if Wtt were used = 39.69 meV
phase from real part over film = 0.900 rad
integrated wave: decay of ln T = 6.1996 per nm
integrated wave: phase rate = 0.3000 rad/nm
transmission, flat barrier, at q = 9.975e-09
exp(-2 kappa d) at q = 8.368e-09
transmission with field, full tensor = 1.289e-07
transmission with field, scalar problem = 1.289e-07
exponent 2 kappa d at q = 0: 18.443
change of ln T if Mnn were used = -4.611
factor on T if Mnn were used = 9.94e-03
two-band gap = 6.0 eV, two-band kappa = 2.6621 1/nm
change of ln T, two-band = +2.471
factor on T, two-band = 11.8
oxide field = 2.0 MV/cm, drop = 0.60 V
change of ln T, field, exponent only = +1.991
change of ln T, field, integrated wave at q = +2.559
optical permittivity = 4.0 (relative)
mid-film image lowering, metal plates = 0.0832 eV
change of ln T, barrier lowered by this = +0.519
kT at 300 K = 25.85 meV
change of ln T, energy raised by kT = +0.160
partner valley tunnelling mass = 0.1500 m0
change of ln T, partner valley = +3.863
factor on T, partner valley = 47.6
\end{verbatim}
